# Firsov and Lindhard screening lengths for identical atoms: a numerical check

```python
# Result under test: for identical atoms the Firsov and Lindhard screening
# lengths have the ratio a_F/a_L = 2**(-1/6), whatever the nuclear charge Z.
#   a_F = C a0 / (Z1**(1/2) + Z2**(1/2))**(2/3)
#   a_L = C a0 / (Z1**(2/3) + Z2**(2/3))**(1/2),  C = (9 pi^2/128)**(1/3)
# a0: Bohr radius; phi(x): Thomas-Fermi screening function, x = r/a;
# V(r) = Z1 Z2 e^2/(4 pi eps0 r) * phi(r/a): screened pair potential.
# A frozen-atom pair potential from a Hartree-Fock density sizes the error.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf

A0_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
E2_EV_NM = const.e / (4 * np.pi * const.epsilon_0) * 1e9
C = (9 * np.pi**2 / 128) ** (1 / 3)
Z_SI = 14


def firsov(z1, z2):
    return C * A0_NM / (z1**0.5 + z2**0.5) ** (2 / 3)


def lindhard(z1, z2):
    return C * A0_NM / (z1 ** (2 / 3) + z2 ** (2 / 3)) ** 0.5


# Ratio for identical atoms, from the general two-atom formulas
target_ratio = 2 ** (-1 / 6)
charges = np.arange(1, 84, dtype=float)
equal_ratios = firsov(charges, charges) / lindhard(charges, charges)
assert np.allclose(equal_ratios, target_ratio, rtol=1e-13)

# Unlike atoms: the ratio lies strictly between the equal-charge value and 1
z1_grid, z2_grid = np.meshgrid(charges, charges)
pair_ratios = firsov(z1_grid, z2_grid) / lindhard(z1_grid, z2_grid)
unlike = z1_grid != z2_grid
assert np.all(pair_ratios[unlike] > target_ratio + 1e-8)
assert np.all(pair_ratios < 1)
assert firsov(1e12, 1.0) / lindhard(1e12, 1.0) > 0.999

# Thomas-Fermi function: integrate inward from the large-x form
# 144/x^3 (1 - x^-decay), then rescale, since k^3 phi(k x) is also a solution.
# The variable t = sqrt(x) removes the singularity at the nucleus.
decay = (np.sqrt(73) - 7) / 2
x_far = 1e6
phi_far = 144 * x_far**-3 * (1 - x_far**-decay)
slope_far = 144 * (-3 * x_far**-4 + (3 + decay) * x_far ** (-4 - decay))


def tf_rhs(t, y):
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


tf = solve_ivp(tf_rhs, (np.sqrt(x_far), 0.0), [phi_far, slope_far],
               method="DOP853", rtol=1e-11, atol=1e-30, dense_output=True)
assert tf.success
scale = tf.y[0, -1] ** (-1 / 3)
slope_at_nucleus = scale**4 * tf.y[1, -1]


def phi(x):
    return scale**3 * tf.sol(np.sqrt(scale * np.asarray(x, dtype=float)))[0]


# The Fermi-gas density must hold Z electrons: this fails for a wrong C
log_x = np.linspace(-30, np.log(1e4), 20001)
x_grid = np.exp(log_x)
phi_grid = phi(x_grid)
atom_length = C * Z_SI ** (-1 / 3)
r_tf = atom_length * x_grid
density_tf = (2 * Z_SI * phi_grid / r_tf) ** 1.5 / (3 * np.pi**2)
tf_electrons = simpson(4 * np.pi * r_tf**3 * density_tf, x=log_x)
assert abs(tf_electrons / Z_SI - 1) < 1e-5
# Integral identity obeyed by the neutral-atom solution
energy_integral = simpson(phi_grid**2.5 * np.sqrt(x_grid), x=log_x)
assert abs(energy_integral + 5 * slope_at_nucleus / 7) < 1e-5
assert np.all(np.diff(phi_grid[log_x > -10]) < 0)

# Silicon atom: spherically averaged Hartree-Fock density, atomic units
atom = gto.M(atom="Si 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
dm = np.asarray(scf.hf.init_guess_by_atom(atom))
log_r = np.linspace(np.log(1e-6), np.log(40.0), 6000)
r_atom = np.exp(log_r)
points = np.zeros((len(r_atom), 3))
points[:, 2] = r_atom
orbitals = atom.eval_gto("GTOval_sph", points)
rho_atom = np.einsum("pi,ij,pj->p", orbitals, dm, orbitals)
inside = cumulative_trapezoid(4 * np.pi * r_atom**3 * rho_atom, log_r,
                              initial=0)
shell = cumulative_trapezoid(4 * np.pi * r_atom**2 * rho_atom, log_r,
                             initial=0)
assert abs(inside[-1] - Z_SI) < 1e-3
log_rho = CubicSpline(log_r, np.log(np.maximum(rho_atom, 1e-200)))
cloud_spline = CubicSpline(log_r, inside / r_atom + shell[-1] - shell)


def rho(r):
    return np.exp(log_rho(np.log(np.maximum(r, 1e-6))))


def cloud(r):
    """Potential of the electron cloud, counted positive."""
    return cloud_spline(np.log(np.maximum(r, 1e-6)))


nodes, node_weights = np.polynomial.legendre.leggauss(110)


def two_centre_grid(distance):
    """Prolate spheroidal quadrature; distances in bohr."""
    mu_max = np.arccosh(50 / distance)
    mu = (mu_max * (nodes + 1) / 2)[:, None]
    nu = (np.pi * (nodes + 1) / 2)[None, :]
    weight = np.outer(node_weights, node_weights) * mu_max * np.pi / 4
    r_a = distance / 2 * (np.cosh(mu) + np.cos(nu))
    r_b = distance / 2 * (np.cosh(mu) - np.cos(nu))
    volume = (2 * np.pi * (distance / 2) ** 3 * np.sinh(mu) * np.sin(nu)
              * (np.cosh(mu) ** 2 - np.cos(nu) ** 2))
    return r_a, r_b, weight * volume


def frozen_potential(r_nm):
    """Energy in eV of two frozen silicon atoms at separation r_nm."""
    distance = r_nm / A0_NM
    r_a, r_b, dv = two_centre_grid(distance)
    na, nb = rho(r_a), rho(r_b)
    electric = (Z_SI**2 / distance - 2 * Z_SI * cloud(distance)
                + np.sum(dv * nb * cloud(r_a)))
    kinetic = 0.3 * (3 * np.pi**2) ** (2 / 3) * np.sum(
        dv * ((na + nb) ** (5 / 3) - na ** (5 / 3) - nb ** (5 / 3)))
    exchange = -0.75 * (3 / np.pi) ** (1 / 3) * np.sum(
        dv * ((na + nb) ** (4 / 3) - na ** (4 / 3) - nb ** (4 / 3)))
    return float((electric + kinetic + exchange) * HARTREE_EV)


# Check the quadrature: electron count, and the cloud potential at a distance
for test_nm in (0.01, 0.05, 0.235):
    bohr = test_nm / A0_NM
    ra, rb, dv = two_centre_grid(bohr)
    assert abs(np.sum(dv * rho(rb)) - Z_SI) < 2e-3
    assert abs(np.sum(dv * rho(rb) / ra) / cloud(bohr) - 1) < 2e-4

a_f = firsov(Z_SI, Z_SI)
a_l = lindhard(Z_SI, Z_SI)


def screened(r_nm, length):
    return float(Z_SI**2 * E2_EV_NM / r_nm * phi(r_nm / length))


print(f"Bohr radius a0 = {A0_NM:.7f} nm")
print(f"e^2/(4 pi eps0) = {E2_EV_NM:.5f} eV nm")
print(f"constant C = {C:.5f} (no unit)")
print(f"Thomas-Fermi slope phi'(0) = {slope_at_nucleus:.5f} (no unit)")
print(f"electrons in Thomas-Fermi Si atom = {tf_electrons:.5f}")
print(f"2^(-1/6) = {target_ratio:.6f} (no unit)")
print(f"a_F/a_L, Z=1..83: min {equal_ratios.min():.6f},"
      f" max {equal_ratios.max():.6f}")
print(f"Si: Z = {Z_SI}, Z^(1/3) = {Z_SI**(1/3):.5f}")
print(f"one-atom length C a0 Z^(-1/3) = {atom_length*A0_NM:.6f} nm")
print(f"Si-Si Firsov a_F = {a_f:.6f} nm = {10*a_f:.5f} angstrom")
print(f"Si-Si Lindhard a_L = {a_l:.6f} nm = {10*a_l:.5f} angstrom")
print(f"Si-Si a_F/a_L = {a_f/a_l:.6f} (no unit)")
print(f"Firsov shorter than Lindhard by {100*(1-a_f/a_l):.2f} percent")
for name, z in (("B", 5), ("As", 33)):
    print(f"{name}-Si (Z={z},14): a_F/a_L ="
          f" {firsov(z, Z_SI)/lindhard(z, Z_SI):.5f}")

print("Pair potential: r in nm; Firsov, Lindhard, frozen atoms in eV")
for r_nm in (0.01, 0.02, 0.05, 0.10, 0.235):
    vf, vl = screened(r_nm, a_f), screened(r_nm, a_l)
    v0 = frozen_potential(r_nm)
    assert vl > vf
    if r_nm == 0.10:
        assert vf > v0 > 0
    print(f" r={r_nm:.3f}: {vf:.2f}, {vl:.2f}, {v0:.2f};"
          f" V_L/V_F = {vl/vf:.4f}")
    if r_nm <= 0.10:
        print(f"  excess over frozen atoms: Firsov {100*(vf/v0-1):.1f},"
              f" Lindhard {100*(vl/v0-1):.1f} percent")

print("Head-on closest approach, equal masses, target at rest")
for energy_ev in (50e3, 1e3):
    available = energy_ev / 2
    rf = brentq(lambda r: screened(r, a_f) - available, 0.002, 0.3)
    rl = brentq(lambda r: screened(r, a_l) - available, 0.002, 0.3)
    r0 = brentq(lambda r: frozen_potential(r) - available, 0.002, 0.3)
    assert rl > rf
    print(f" E={energy_ev/1e3:.0f} keV (available {available/1e3:.1f} keV):")
    print(f"  Firsov {rf:.5f}, Lindhard {rl:.5f}, frozen {r0:.5f} nm")

print("done: every assertion held")
```

Printed output:

```
Bohr radius a0 = 0.0529177 nm
e^2/(4 pi eps0) = 1.43996 eV nm
constant C = 0.88534 (no unit)
Thomas-Fermi slope phi'(0) = -1.58807 (no unit)
electrons in Thomas-Fermi Si atom = 14.00000
2^(-1/6) = 0.890899 (no unit)
a_F/a_L, Z=1..83: min 0.890899, max 0.890899
Si: Z = 14, Z^(1/3) = 2.41014
one-atom length C a0 Z^(-1/3) = 0.019439 nm
Si-Si Firsov a_F = 0.012246 nm = 0.12246 angstrom
Si-Si Lindhard a_L = 0.013745 nm = 0.13745 angstrom
Si-Si a_F/a_L = 0.890899 (no unit)
Firsov shorter than Lindhard by 10.91 percent
B-Si (Z=5,14): a_F/a_L = 0.89719
As-Si (Z=33,14): a_F/a_L = 0.89532
Pair potential: r in nm; Firsov, Lindhard, frozen atoms in eV
 r=0.010: 13529.03, 14408.18, 14744.97; V_L/V_F = 1.0650
  excess over frozen atoms: Firsov -8.2, Lindhard -2.3 percent
 r=0.020: 4132.56, 4554.35, 4449.35; V_L/V_F = 1.1021
  excess over frozen atoms: Firsov -7.1, Lindhard 2.4 percent
 r=0.050: 594.92, 694.64, 527.41; V_L/V_F = 1.1676
  excess over frozen atoms: Firsov 12.8, Lindhard 31.7 percent
 r=0.100: 99.56, 121.83, 61.57; V_L/V_F = 1.2237
  excess over frozen atoms: Firsov 61.7, Lindhard 97.9 percent
 r=0.235: 7.62, 9.81, 0.35; V_L/V_F = 1.2883
Head-on closest approach, equal masses, target at rest
 E=50 keV (available 25.0 keV):
  Firsov 0.00663, Lindhard 0.00686, frozen 0.00699 nm
 E=1 keV (available 0.5 keV):
  Firsov 0.05376, Lindhard 0.05751, frozen 0.05096 nm
done: every assertion held
```
